\section*{Slow growth and twins on Si(111): two causes weighed separately}

\section{Two numbers that do not move together}

In a lattice model of silicon regrowing from its amorphous phase, every atom beyond the first that must join the crystal at the same moment costs a factor $p$ in rate. At $p=0.01$, with twins forbidden, the (111) face advances roughly ten times more slowly than the (100) face (10.4 in a single run). At $p=1$, where simultaneous attachment costs nothing, the same ratio is close to 1. Yet at $p=1$, if a twin nucleus costs no energy, 49\% of the atoms that have joined the first new (111) bilayer are still in twin orientation.

The slowness of the untwinned face thus disappears with the penalty on correlated attachment, and the twins do not. Within the model, correlated attachment explains why (111) is slow. The twins need a second cause, which lies in the geometry of the group that attaches. A third effect couples the two: once twins exist, they obstruct later growth. These three contributions are taken in turn.

\section{The attachment rule}

The algebra uses atomic units with bond length $b$; numerical lengths are in angstrom and energies in eV. The model assumes:
\begin{itemize}
\item An atom joins the crystal if it then has at least two undistorted bonds, each to a crystal atom or to an atom joining with it.
\item Attachment is irreversible.
\item A smallest group of $n$ atoms joins at the rate
\begin{equation}
k_n=k_1p^{\,n-1},\qquad 0<p\le 1,\qquad n\le 3 .
\label{eq:rate}
\end{equation}
\end{itemize}
Here ``smallest'' means that no part of the group could join alone. The time unit is $\tau=1/k_1$. Strain, impurities and the annealing of defects are left out, as are groups of four or more atoms.

The smallest groups follow from counting bonds. The shortest ring in the diamond structure has six atoms, so a connected group of two or three atoms is an open chain.
\begin{itemize}
\item A single atom needs two crystal bonds.
\item In a pair, each atom has one bond to its partner and needs one to the crystal. If either had two crystal bonds, it could join alone.
\item In a triple, each end has one bond inside the group and needs one to the crystal. The middle atom already has two bonds inside the group. If it also had a crystal bond, it could join with one end as a pair, so in a smallest triple it has none.
\end{itemize}

Now consider the first vacant sites above each flat face. On (100) such a site has two bonds to the crystal, and one atom suffices. On (110) it has one bond down and two along a zigzag chain in its own layer, so two chain neighbours must join together.

On (111) the new layer is a bilayer. A site in its lower half has one vertical bond to the crystal and three bonds to the upper half. A site in the upper half has three bonds to the lower half and none to the crystal. A lower atom alone has one bond. A lower atom with an upper one fails too, since the upper atom then has one bond. Two lower atoms bridged by an upper atom succeed. The smallest groups therefore contain 1, 2 and 3 atoms, and an exhaustive search over the flat faces tests these sizes.

For a given stacking there is one upper site per surface atom, and two of its three lower neighbours can be chosen in $\binom{3}{2}=3$ ways. This gives three triples per surface atom.

\section{First contribution: the cost of joining together}

The growth laws below are scaling estimates for $p\ll1$. Factors of order one are dropped, and lengths along the surface are counted in site spacings.

\subsection{(100): no penalty}

Single atoms complete each layer at rates of order $k_1$, so
\begin{equation}
v_{100}\sim k_1p^0 .
\end{equation}

\subsection{(110): start a chain, then lengthen it}

A pair starts a chain segment at a rate of order $pk_1$ per site. The next atom along the chain has one bond down and one to the segment, so it joins as a single. After a time $t$ the segment has length $\ell\sim k_1t$. A layer is complete when about one segment has started per length $\ell$ within the time $t$:
\begin{align}
(pk_1)\,\ell\,t&\sim1,\\
pk_1^2t^2&\sim1,\\
t&\sim\frac{1}{k_1\sqrt p}.
\label{eq:chain}
\end{align}
The speed is one layer height per time $t$, hence $v_{110}\sim k_1p^{1/2}$.

\subsection{(111): start an island, then start each row}

A triple starts an island at a rate of order $p^2k_1$ per site. How fast the island spreads depends on its edge. The lower atoms form a triangular lattice, and for one stacking the upper atoms sit over, say, the upward-pointing triangles.

Above a horizontal row of lower atoms, each upward triangle has its base on the row. The upper atom there has two bonds and joins alone. The lower atom at the apex then has one crystal bond and one bond to that upper atom, and also joins alone. This edge is fast.

Below the row, each upward triangle touches the row with its apex. An upper atom there has one bond to the island, and it must join together with a new lower atom. After this pair has joined, the third lower atom of the triangle has a crystal bond and a bond to the new upper atom, so it joins alone. The next upper atom then touches this lower atom and the old row, and joins alone too. On this edge a row is started by a pair and continued by singles.

The fast edges run ahead until they vanish, which leaves a triangle bounded by slow edges. Starting and lengthening a row is the chain problem again, so by Eq.~\eqref{eq:chain} a slow edge moves at $u\sim k_1\sqrt p$. An island has width $\ell\sim ut$ after time $t$, and the bilayer is complete when about one island has started per area $\ell^2$:
\begin{align}
(p^2k_1)\,\ell^2\,t&\sim1,\\
p^2k_1\,(k_1^2p\,t^2)\,t&\sim1,\\
p^3k_1^3t^3&\sim1,\\
t&\sim\frac{1}{k_1p}.
\end{align}
Therefore
\begin{equation}
v_{111}\sim k_1p .
\end{equation}
The exponent is 1 and not 2, because triples are needed to start islands and not to extend them. The island width is $\ell\sim k_1\sqrt p/(k_1p)=p^{-1/2}$. This equals the distance a row grows before another starts, so the estimate of $u$ applies only at the end of an island's life. A narrower island adds a row after a wait of order $1/(pk_1\ell)$, so $d\ell/dt\sim pk_1\ell$ and its width grows exponentially. Reaching $\ell\sim p^{-1/2}$ from a single triple then takes $t\sim\ln(1/p)/(pk_1)$. The exponent stays 1, but the law carries a logarithm, $v_{111}\sim k_1p/\ln(1/p)$, and $v_{111}/p$ falls slowly as $p\to0$.

\subsection{A second limit: a small facet}

Let the facet have a width $L$ small enough that $pL^2\ln L\ll1$. One island then covers it before a second one starts. The wait for a triple is $1/(p^2k_1L^2)$. Covering the facet takes about $L$ rows. The row added at island width $\ell$ has a wait $1/(pk_1\ell)$, and the sum over $\ell$ is about $\ln L/(pk_1)$. The ratio of the two times is
\begin{equation}
\frac{1/(p^2k_1L^2)}{\ln L/(pk_1)}=\frac{1}{pL^2\ln L}\gg1 .
\end{equation}
Waiting for the triple dominates, and $v_{111}\sim k_1p^2L^2$. Here the full cost of the three-atom event is felt. This limit is an estimate and was not simulated.

\subsection{Reading the simulated speeds}

In the simulation, all possible events are listed and their rates summed to $R$. The waiting time is drawn from an exponential distribution of mean $1/R$, and an event of rate $k$ is chosen with probability $k/R$. There is one run for each face and each $p$, without twins. Speeds are taken after the first quarter of a thickness of four (111) bilayers.

At $p=0.01$ the speeds are 0.647, 0.172 and 0.0625~\AA{} per $\tau$ for (100), (110) and (111). Relative to (100), the slowing factors are
\begin{equation}
\frac{0.647}{0.172}=3.8,\qquad \frac{0.647}{0.0625}=10.4 .
\end{equation}
These are far from $p^{-1/2}=10$ and $p^{-1}=100$, because the estimates fix exponents and not prefactors. For (111), $v/p$ is 5.7, 6.3 and 6.3~\AA{} per $\tau$ at $p=0.1$, 0.03 and 0.01, which is compatible with a nearly linear law. The cell has 400 surface atoms, and at $p=0.01$ each bilayer grows from only a few nuclei, so a single run there is uncertain by some 15\%. The agreement of the last two values should not be read as precise, and the logarithm cannot be resolved. The ratio $v/p$ is about ten times the (100) speed, which offsets one power of ten in $p$.

Between $p=0.1$ and 0.01 the effective exponents are 0.09, 0.59 and 0.96. The (110) value needs a closer look. Over the two parts of the range it is
\begin{equation}
\frac{\ln(0.667/0.344)}{\ln(0.1/0.03)}=0.55,\qquad
\frac{\ln(0.344/0.172)}{\ln(0.03/0.01)}=0.63 .
\end{equation}
It does not settle towards $1/2$ in this range. The data place (110) between the other two faces, but they do not confirm its limiting exponent. The periodic chains hold only 40 atoms, a few times $p^{-1/2}$. On a chain shorter than $p^{-1/2}$ one pair starts the whole chain and the exponent tends to 1, so the finite length raises the effective exponent as $p$ falls. Scatter between single runs adds to this.

At $p=1$ the three speeds are 6.58, 6.28 and 6.57~\AA{} per $\tau$. Even (100) is then about eight times faster than at $p=0.1$, because pairs and triples add to the singles. The limit $p=1$ thus serves as a control on the cause and not as a realistic case: nothing there justifies leaving out larger groups.

\subsection{What $p$ may depend on}

Suppose $k_1\propto e^{-E_1/kT}$ and $p=e^{-E_c/kT}$. The scaling laws then give the apparent activation energies
\begin{equation}
E_{100}=E_1,\qquad E_{110}=E_1+\tfrac12E_c,\qquad E_{111}=E_1+E_c .
\end{equation}
An energetic penalty would make the ratio of speeds depend on temperature. If $p$ is instead a temperature-independent probability that neighbouring atoms are suitably placed together, all three faces share the activation energy $E_1$. The model takes $p$ in this second sense and does not derive its value.

\section{Second contribution: a middle atom with two places}

An atom bonded to the crystal sits at the end of a dangling bond, which fixes its position. This covers the single atom on (100) and both atoms of the pair on (110). In the (111) triple it covers the two ends, but the middle atom has no crystal bond.

Its possible positions follow from the bond length and the tetrahedral angle $\theta$, with $\cos\theta=-1/3$. The two ends are second neighbours, at the distance
\begin{equation}
s^2=b^2+b^2-2b^2\cos\theta=\tfrac83b^2 .
\end{equation}
Put them at $(\pm s/2,0,0)$, with their crystal bonds along $-\hat z$, and the middle atom at $(x,y,z)$. Equal distances to both ends require $x=0$. At each end, the angle between the downward bond and the new bond must be $\theta$:
\begin{equation}
-\frac zb=-\frac13\quad\Rightarrow\quad z=\frac b3 .
\end{equation}
The bond length then gives
\begin{equation}
y^2=b^2-\frac{s^2}{4}-z^2=b^2-\frac23b^2-\frac19b^2=\frac29b^2,
\qquad y=\pm\frac{\sqrt2}{3}b .
\end{equation}
The angle at the middle atom is correct for both signs, because the ends are a distance $s$ apart. With $b=2.352$~\AA{}, the two places are at $y=\pm1.109$~\AA{} and $z=0.784$~\AA{}. One continues the crystal and the other starts a twin.

To see where they first differ, follow the ring closed by the triple. Below the ends are two surface atoms at $(\pm s/2,0,-b)$. Both are bonded to a deeper atom which, by the same geometry, lies at $(0,\sqrt2\,b/3,-4b/3)$ for one choice of the $y$ direction. The distance from the middle atom to either surface atom is the same for both signs:
\begin{equation}
\sqrt{\frac{s^2}{4}+y^2+\Big(\frac{4b}{3}\Big)^2}
=b\sqrt{\frac23+\frac29+\frac{16}{9}}=\sqrt{\frac83}\,b=s .
\end{equation}
The distance across the ring to the deeper atom does differ:
\begin{align}
d_{\rm twin}&=\frac b3+\frac{4b}{3}=\frac{5b}{3}=3.920~\text{\AA},\\
d_{\rm normal}&=\sqrt{\Big(\frac{5b}{3}\Big)^2+\Big(\frac{2\sqrt2\,b}{3}\Big)^2}
=\frac{\sqrt{33}}{3}b=4.503~\text{\AA}.
\end{align}
The twin ring is a boat and the normal ring a chair. Bond lengths, bond angles and second-neighbour distances (3.840~\AA) agree, so an energy that depends on these quantities alone cannot tell the stackings apart.

The flat face thus offers three normal and three twin triples per surface atom. Let a twin nucleus cost an extra energy $E_t$, half for each of its two ends, whose vertical bonds are eclipsed. Single atoms and pairs that later extend a twin island pay nothing extra in the model, although a real twin boundary costs energy over its whole area. Its relative weight and its share of the nuclei on a flat face are
\begin{equation}
w=e^{-E_t/kT},\qquad q=\frac{3w}{3+3w}=\frac{w}{1+w}.
\label{eq:share}
\end{equation}
The factor $p^2$ belongs to both kinds of triple and cancels. The penalty that makes (111) slow therefore has no influence on this share.

For $E_t=0$ the first bilayer has a mirror symmetry. Reflection in a vertical plane through a row of neighbouring surface atoms maps their array onto itself and exchanges upward and downward triangles, and in this model the first bilayer sees the crystal through these atoms alone. The mean twin share must be $1/2$ for every $p$. The simulation gives 0.492 at $p=1$ and 0.450 at $p=0.1$, each averaged over three samples of 224 surface atoms. Both lie within the tested tolerance of 0.15, which allows for the small number of independent islands.

On the small facet of the previous section, each bilayer comes from one nucleus and is wholly normal or wholly twinned relative to the one below. The mean spacing of twin planes is then $1/q$ bilayers. For the round parameters $E_t=0.10$~eV and $kT=0.07$~eV,
\begin{equation}
w=e^{-0.10/0.07}=0.2397,\qquad q=\frac{0.2397}{1.2397}=0.193,
\end{equation}
which would mean a twin plane about every five bilayers.

\section{Third contribution: domains in each other's way}

On a large face, normal and twin islands meet. A lower atom can bond to three upper atoms of one orientation. The upper sites of the other orientation are turned by $60^\circ$ about its vertical bond, at the same horizontal radius
\begin{equation}
r=\sqrt{b^2-\Big(\frac b3\Big)^2}=\frac{2\sqrt2}{3}b .
\end{equation}
Two points on a circle separated by $60^\circ$ are a distance $r$ apart, here 2.22~\AA{}. This is far below the second-neighbour distance, so an upper atom of one orientation excludes the two nearest sites of the other. The third site of the other orientation lies opposite, but there the angle between the two bonds has the cosine $-\frac89+\frac19=-\frac79$ instead of $-\frac13$. The model excludes such a distorted bond as well. The two orientations therefore cannot share a lower atom, and sites along the boundary stay empty. The next bilayer is affected as well: the ends of a triple must stand on two surface atoms a distance $s$ apart, and atoms on opposite sides of a boundary do not have this spacing.

Against this stands a gain. With $E_t=0$ the flat face has twice as many triples. If all islands could merge, the completion time, which varies as the inverse cube root of the nucleation rate, would fall by a factor $2^{1/3}=1.26$.

The simulation weighs the two effects at $p=0.1$. The running time is 17.98~$\tau$, the mean time for three bilayers without twins. In separate runs of this length, the crystallised amounts are:
\begin{itemize}
\item 2.97 bilayers with twins forbidden;
\item 2.54 bilayers with $E_t=0.10$~eV, a loss of 14\%;
\item 2.09 bilayers with $E_t=0$, a loss of 30\%.
\end{itemize}
The losses are relative to the first case. Only $E_t$ was changed between the cases. The two independent sets without twins, with 3 and 2.97 bilayers, differ by 1\%. This does not bound the scatter of the twinned samples, which depends on the few twin islands each contains and is of order 0.1 to 0.2 bilayers per sample. The losses are attributed to the twins, and obstruction outweighs the faster nucleation, but the percentages are uncertain by several points. The data do not show how much comes from empty boundary sites and how much from hindered nucleation above them.

The intermediate case needs caution. Twins are expected to form 19\% of the nuclei on the flat face, but they occupy 6.3\% of the first bilayer in these samples. Equation~\eqref{eq:share} counts nuclei and not area, and each sample holds only a limited number of islands of unequal size, few of them twins. An average over three samples is therefore rough, and these data do not show whether twin islands also stay smaller than normal ones. Samples with so few twins are also obstructed less, so the loss of 14\% is a rough figure and probably too small for this $E_t$.

\section{The weights compared}

At $p=0.1$, correlated attachment makes untwinned (111) slower than (100) by a factor $0.791/0.567=1.40$. Free twinning reduces the amount grown on (111) by a further factor $2.97/2.09=1.42$. That the two factors nearly agree is an accident of this value of $p$. The second factor also refers to the first few bilayers on a flat start and not to a steady speed.

At $p=0.01$ the first factor has risen to roughly ten (10.4 in the single run). The second was not simulated there. Islands are then wider, of order $p^{-1/2}$, so boundaries should take up a smaller part of each bilayer; this expectation is an extrapolation.

The separation of causes depends on the rule of two bonds. If single atoms could attach to (111) with one bond at an appreciable rate, the first contribution would weaken. If atoms could detach and try again, or if boundaries could move after the front has passed, twin domains could be removed and the third would weaken. The two places of the middle atom would remain, since they follow from the bond geometry. The values behind all these comparisons are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
Si lattice parameter: 5.4310 angstrom; bond: 2.3517 angstrom
places open to the middle atom on (111): 2
  y = -1.109, z = 0.784 angstrom
  y = +1.109, z = 0.784 angstrom
distance across ring, twin (boat): 3.920 angstrom
distance across ring, normal (chair): 4.503 angstrom
second-neighbour distance: 3.840 angstrom
(100) smallest group: 1 atoms; 1.00 groups per surface atom; atoms without crystal bond: 0
(110) smallest group: 2 atoms; 1.00 groups per surface atom; atoms without crystal bond: 0
(111) smallest group: 3 atoms; 3.00 groups per surface atom; atoms without crystal bond: 1
regrowth speed without twins, angstrom per tau:
  p = 1.00: (100) 6.5837, (110) 6.2757, (111) 6.5727, ratio 100/111 1.00
  p = 0.10: (100) 0.7911, (110) 0.6672, (111) 0.5669, ratio 100/111 1.40
  p = 0.03: (100) 0.6441, (110) 0.3435, (111) 0.1882, ratio 100/111 3.42
  p = 0.01: (100) 0.6471, (110) 0.1724, (111) 0.0625, ratio 100/111 10.36
effective exponent of p between 0.1 and 0.01 (no unit): (100) 0.09, (110) 0.59, (111) 0.96
twin lattice: 3.00 normal and 3.00 twin triples per surface atom
kT = 0.07 eV, E_t = 0.10 eV, p = 0.10, w = 0.240
twin share of nuclei on flat face, w/(1+w): 0.193
surface atoms: 224; samples per case: 3
time for three bilayers without twins: 17.98 tau
  twins forbidden: twin share of first bilayer 0.000, crystallised 2.97 bilayers
  E_t = 0.10 eV: twin share of first bilayer 0.063, crystallised 2.54 bilayers
  E_t = 0: twin share of first bilayer 0.450, crystallised 2.09 bilayers
twin share of first bilayer at p = 1, E_t = 0: 0.492
\end{verbatim}
